# Exciton sums for second-harmonic generation and two-photon absorption, with selection rules, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Matrix elements and the sums over exciton states

### 1. Two rules of different strength

In the honeycomb model of Part II, the exciton whose envelope is $2p_+$ has a one-photon strength of $0.0161\ \text{Å}^2$ per cell, 11% of the $0.144\ \text{Å}^2$ of the $1s$ exciton. One of the two degenerate $1s$ excitons absorbs two circularly polarized photons with strength $1.66\times10^{-20}\ \text{m}^2\,\text{eV/W}$, 31% of the $5.36\times10^{-20}$ of the $2p_+$ state. The rule that one photon excites $s$ states and two photons excite $p$ states forbids both processes. The other $1s$ exciton, under the same light, has strength $4\times10^{-41}$, which is rounding noise. One selection rule is therefore broken at the level of tens of per cent while another holds to within rounding noise. Both facts follow from the matrix elements of the position operator between exciton states.

### 2. Assumptions

The electrons, of charge $-e$, couple to a uniform field through $H'=e\,\mathbf E(t)\cdot\hat{\mathbf X}$, with $\hat{\mathbf X}=\sum_i\mathbf r_i$. The crystal is a sheet of $N$ cells and area $S=NS_c$, so susceptibilities are sheet quantities. The ground state $|0\rangle$ is a determinant with filled valence bands $v$, empty conduction bands $c$ and energy zero. Bloch states are $|n\mathbf k\rangle=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with $u$ normalized in the cell. Excitons of zero total momentum are taken in the Tamm-Dancoff form

$$|n\rangle=\sum_{cv\mathbf k}\psi_n(cv\mathbf k)\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle,\qquad \sum_{cv\mathbf k}\psi_n^*\psi_m=\delta_{nm},\tag{1}$$

with energies $E_n$. The Hamiltonian is assumed to conserve the number of electron-hole pairs, so that $|0\rangle$, the one-pair states and the two-pair states do not mix without the field. The kernel is a static direct attraction. Without electron-hole exchange the two spin directions are independent copies, and they enter as a factor $g=2$ in polarization and absorption.

### 3. The many-body matrix elements

To a one-particle operator $O$ belongs $\hat O=\sum_{\alpha\beta}O_{\alpha\beta}c^\dagger_\alpha c_\beta$. The anticommutation rules give $[c^\dagger_\alpha c_\beta,c^\dagger_\gamma c_\delta]=\delta_{\beta\gamma}c^\dagger_\alpha c_\delta-\delta_{\alpha\delta}c^\dagger_\gamma c_\beta$. Multiplying by $O_{\alpha\beta}O'_{\gamma\delta}$ and summing turns the right side into the operator belonging to $OO'-O'O$:

$$[\hat O,\hat O']=\widehat{[O,O']}.\tag{2}$$

Each exciton defines a one-particle pair operator,

$$\Psi_n=\sum_{cv\mathbf k}\psi_n(cv\mathbf k)\,|c\mathbf k\rangle\langle v\mathbf k|,\qquad |n\rangle=\hat\Psi_n|0\rangle.\tag{3}$$

Acting on $|0\rangle$, the $vv$ block of $\hat O$ returns a multiple of $|0\rangle$, the $cc$ and $vc$ blocks give zero because they annihilate an empty conduction state, and the $cv$ block creates one pair. Projecting on (1),

$$\langle n|\hat O|0\rangle=\sum_{cv\mathbf k}\psi_n^*(cv\mathbf k)\,\langle c\mathbf k|O|v\mathbf k\rangle.\tag{4}$$

For $O=\mathbf r$ this is the one-photon element $\mathbf X_{n0}=\langle n|\hat{\mathbf X}|0\rangle$, and $\mathbf X_{0n}=\mathbf X_{n0}^*$. Between two excitons, $\hat{\mathbf X}\hat\Psi_m|0\rangle=[\hat{\mathbf X},\hat\Psi_m]|0\rangle+\hat\Psi_m\hat{\mathbf X}|0\rangle$. In the last term $\hat{\mathbf X}|0\rangle$ is $\mathbf X_{00}|0\rangle$ plus one-pair states, and $\hat\Psi_m$ turns the latter into two-pair states orthogonal to $|n\rangle$. The last term thus contributes $\mathbf X_{00}\delta_{nm}$. With (2) and (4) for the commutator,

$$\mathbf R_{nm}\equiv\langle n|\hat{\mathbf X}|m\rangle-\delta_{nm}\mathbf X_{00}=\sum_{cv\mathbf k}\psi_n^*(cv\mathbf k)\,\langle c\mathbf k|[\mathbf r,\Psi_m]|v\mathbf k\rangle.\tag{5}$$

In position space $\Psi_m(\mathbf r,\mathbf r')$ is the amplitude for the electron at $\mathbf r$ and the hole at $\mathbf r'$, and the commutator multiplies it by $\mathbf r-\mathbf r'$. So $\mathbf R$ is the matrix of the electron-hole separation, and it does not depend on the origin. Equations (4) and (5) were tested in the Fock space of five orbitals holding two electrons, with a random Hermitian $r$; for (5) the difference is $2\times10^{-15}$.

### 4. The generalized derivative

The commutator in (5) has the kernel

$$[\mathbf r,\Psi](\mathbf r,\mathbf r')=\frac1N\sum_{cv\mathbf k}(\mathbf r-\mathbf r')\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\,\psi(cv\mathbf k)\,u_{c\mathbf k}(\mathbf r)\,u^*_{v\mathbf k}(\mathbf r').\tag{6}$$

The prefactor is a derivative of the exponential, $(\mathbf r-\mathbf r')e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}=-i\partial_{\mathbf k}e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$. For large $N$ the sum is an integral over the Brillouin zone. The product $\psi|c\mathbf k\rangle\langle v\mathbf k|$ does not depend on the phases of the Bloch states and is periodic in $\mathbf k$, so integration by parts leaves no boundary term, provided the product is differentiable:

$$[\mathbf r,\Psi](\mathbf r,\mathbf r')=\frac1N\sum_{cv\mathbf k}e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\,i\partial_{\mathbf k}\big[\psi\,u_{c\mathbf k}(\mathbf r)\,u^*_{v\mathbf k}(\mathbf r')\big].\tag{7}$$

The Berry connection matrix is $\boldsymbol{\mathcal A}_{nm}(\mathbf k)=\langle u_{n\mathbf k}|i\partial_{\mathbf k}u_{m\mathbf k}\rangle$. Differentiating $\langle u_n|u_m\rangle=\delta_{nm}$ gives $\langle\partial u_n|u_m\rangle=-\langle u_n|\partial u_m\rangle$, which means $\boldsymbol{\mathcal A}_{nm}^*=\boldsymbol{\mathcal A}_{mn}$. Completeness of the $u_n$ at fixed $\mathbf k$ then gives

$$i\partial u_c=\sum_n u_n\boldsymbol{\mathcal A}_{nc},\qquad i\partial u_v^*=-(i\partial u_v)^*=-\sum_n\boldsymbol{\mathcal A}_{vn}u_n^*.\tag{8}$$

The product rule splits (7) into three terms, and (5) asks for the coefficient of $u_cu_v^*$. The derivative of $\psi$ gives $i\partial\psi(cv)$. The derivative of $u_{c'}$ gives $\boldsymbol{\mathcal A}_{cc'}\psi(c'v)$; its components along valence states lie in the $vv$ block and drop out. The derivative of $u_{v'}^*$ gives $-\psi(cv')\boldsymbol{\mathcal A}_{v'v}$; its components along conduction states lie in the $cc$ block and drop out. Hence

$$\mathbf R_{nm}=\sum_{cv\mathbf k}\psi_n^*(cv\mathbf k)\,(i\mathbf D\psi_m)(cv\mathbf k),\tag{9}$$

$$(i\mathbf D\psi)(cv)=i\partial_{\mathbf k}\psi(cv)+\sum_{c'}\boldsymbol{\mathcal A}_{cc'}\psi(c'v)-\sum_{v'}\psi(cv')\boldsymbol{\mathcal A}_{v'v}.\tag{10}$$

The terms $c'=c$, $v'=v$ form the generalized derivative $(i\partial+\boldsymbol{\mathcal A}_{cc}-\boldsymbol{\mathcal A}_{vv})\psi$, the intraband motion of electron and hole. The terms with $c'\ne c$ or $v'\neq v$ are transitions of the electron or the hole between bands. In a test on a four-band chain, (10) agrees with multiplication by $r-r'$ to $3\times10^{-10}$ lattice constants, and it is off by $0.74$ when the terms between different bands are left out.

Under a change of phases $u_c\to e^{i\gamma_c}u_c$, $u_v\to e^{i\gamma_v}u_v$ the state (1) is unchanged if $\psi\to e^{-i(\gamma_c-\gamma_v)}\psi$. The derivative then gains $(\partial\gamma_c-\partial\gamma_v)\psi$, while $\boldsymbol{\mathcal A}_{cc}\to\boldsymbol{\mathcal A}_{cc}-\partial\gamma_c$ and $\boldsymbol{\mathcal A}_{vv}\to\boldsymbol{\mathcal A}_{vv}-\partial\gamma_v$. The extra terms cancel, $i\mathbf D\psi$ transforms like $\psi$, and $\mathbf R_{nm}$ is invariant. The plain derivative keeps the uncancelled term.

The same steps give the interband element. Let $P_v=\sum_{v\mathbf k}|v\mathbf k\rangle\langle v\mathbf k|$. The $cv$ block of $[\mathbf r,P_v]$ is that of $\mathbf rP_v$, since $\langle c|P_v=0$. Equation (7) applied to $u_vu_v^*$, with (8), gives the coefficient $\boldsymbol{\mathcal A}_{cv}$ for $u_cu_v^*$. Differentiating $H_{\mathbf k}u_v=\epsilon_vu_v$ and projecting on $u_c$ gives $\langle u_c|\partial H|u_v\rangle=(\epsilon_v-\epsilon_c)\langle u_c|\partial u_v\rangle$. Therefore

$$\mathbf X_{n0}=\sum_{cv\mathbf k}\psi_n^*\,\mathbf r_{cv},\qquad \mathbf r_{cv}=\boldsymbol{\mathcal A}_{cv}=\frac{i\langle u_c|\partial_{\mathbf k}H_{\mathbf k}|u_v\rangle}{\epsilon_v-\epsilon_c}.\tag{11}$$

A bound exciton spreads over a fixed fraction of the zone, so normalization makes $\psi_n\sim N^{-1/2}$. The sum (11) has of order $N$ terms and $\mathbf X_{n0}\sim N^{1/2}$, while (9) is bilinear in $\psi$ and $\mathbf R_{nm}\sim N^0$. On a finite $\mathbf k$ grid the separation $\mathbf r-\mathbf r'$ lives in a periodic supercell and jumps at its boundary, so (5) and (9) agree to the extent that the envelope has decayed there.

### 5. The second-harmonic susceptibility

The constant $\mathbf X_{00}$ in $H'$ shifts all levels equally and is removed, so $\hat{\mathbf X}$ now has elements $0$, $\mathbf X_{n0}$ and $\mathbf R_{nm}$. The field is switched on as $e^{\eta t/\hbar}$:

$$\mathbf E(t)=\boldsymbol{\mathcal E}e^{-izt/\hbar}+\boldsymbol{\mathcal E}^*e^{iz^*t/\hbar},\qquad z=\hbar\omega+i\eta.\tag{12}$$

Write the state as $c_0|0\rangle+\sum_nc_n|n\rangle+(\text{two pairs})$. Two-pair amplitudes begin at second order, and since $\langle0|\hat{\mathbf X}$ has no overlap with two-pair states they do not enter $\langle\hat{\mathbf X}\rangle$ at that order. The correction to $c_0=1$ is also of second order and multiplies the removed $\mathbf X_{00}$. To second order the Schrödinger equation is

$$i\hbar\dot c_n=E_nc_n+e\mathbf E(t)\cdot\mathbf X_{n0}+e\mathbf E(t)\cdot\sum_m\mathbf R_{nm}c_m.\tag{13}$$

A source $s\,e^{-i\zeta t/\hbar}$ with $\operatorname{Im}\zeta>0$ on the right side has the solution $c=-s\,e^{-i\zeta t/\hbar}/(E_n-\zeta)$ vanishing at $t\to-\infty$, as substitution shows: $\zeta c=E_nc+s\,e^{-i\zeta t/\hbar}$. At first order $\zeta=z$ and $\zeta=-z^*$, so, with repeated Cartesian indices summed,

$$c_m^{(1)}=-\frac{e\mathcal E_cX^c_{m0}}{E_m-z}e^{-izt/\hbar}-\frac{e\mathcal E_c^*X^c_{m0}}{E_m+z^*}e^{iz^*t/\hbar}.\tag{14}$$

Inserting (14) in the last term of (13) gives sources at $\zeta=2z$, at $\zeta=-2z^*$ and at $\zeta=2i\eta$. The last describes optical rectification and is not needed. The two minus signs multiply to a plus:

$$c_n^{(2)}=\sum_m\frac{e^2\mathcal E_b\mathcal E_cR^b_{nm}X^c_{m0}}{(E_n-2z)(E_m-z)}e^{-2izt/\hbar}+\sum_m\frac{e^2\mathcal E^*_b\mathcal E^*_cR^b_{nm}X^c_{m0}}{(E_n+2z^*)(E_m+z^*)}e^{2iz^*t/\hbar}.\tag{15}$$

The second-order expectation value is

$$\langle\hat X^a\rangle^{(2)}=\sum_nX^a_{0n}c_n^{(2)}+\sum_{nm}c_n^{(1)*}R^a_{nm}c^{(1)}_m+\sum_nc_n^{(2)*}X^a_{n0}.\tag{16}$$

The terms proportional to $e^{-2izt/\hbar}$ are collected one sum at a time. The first sum takes the first term of (15). The second sum takes the first term of (14) for $c_m$, and for $c_n^*$ the conjugate of the second term of (14), $-e\mathcal E_bX^b_{0n}e^{-izt/\hbar}/(E_n+z)$. The third sum takes the conjugate of the second term of (15), in which $R^{b*}_{nm}=R^b_{mn}$. The result is $e^2T_{abc}\mathcal E_b\mathcal E_c\,e^{-2izt/\hbar}$, where only the part of the coefficient symmetric in $b,c$ survives the contraction with $\mathcal E_b\mathcal E_c$:

$$T_{abc}=\tfrac12\sum_{nm}\bigg[\frac{X^a_{0n}R^b_{nm}X^c_{m0}}{(E_n-2z)(E_m-z)}+\frac{X^b_{0n}R^a_{nm}X^c_{m0}}{(E_n+z)(E_m-z)}+\frac{X^c_{0m}R^b_{mn}X^a_{n0}}{(E_n+2z)(E_m+z)}\bigg]+(b\leftrightarrow c).\tag{17}$$

The polarization per area is $\mathbf P=-ge\langle\hat{\mathbf X}\rangle/S$. With the convention $P_a(t)\ni P_a(2\omega)e^{-2izt/\hbar}+\text{c.c.}$ and $P_a(2\omega)=\varepsilon_0\chi_{abc}\mathcal E_b\mathcal E_c$,

$$\chi_{abc}(2\omega;\omega,\omega)=-\frac{ge^3}{\varepsilon_0S}\,T_{abc}.\tag{18}$$

The unit is $\text{C}^3\text{m}^3/(\text{F m}^{-1}\,\text{m}^2\,\text{J}^2)=\text{m}^2/\text{V}$. Each term carries two factors $X\sim N^{1/2}$ and one factor $R\sim N^0$, so $T\sim N$ and $\chi$ is intensive. In this switching the two-photon denominator has width $2\eta$. That is a property of (12) and not a model of dephasing.

The sums include the scattering states above the gap, for which a single $\psi_m$ does not decay in $\mathbf r-\mathbf r'$ and (9) is ill defined state by state. The sum over $m$ repairs this. With $H_{\rm x}$ the exciton Hamiltonian, $\sum_m\psi_mX^c_{m0}/(E_m-z)=(H_{\rm x}-z)^{-1}r^c_{cv}\equiv y^c(\mathbf k;z)$, and $\mathbf D$ acts on this function, which decays in the separation when $z$ is off the spectrum of $H_{\rm x}$. Without interaction and for two bands $y^c=r^c_{cv}/(E_{cv}-z)$, with $E_{cv}=\epsilon_c-\epsilon_v$, and the first term of (17) becomes the band formula

$$\sum_{\mathbf k}\frac{r^{a*}_{cv}}{E_{cv}-2z}\,iD^b\!\left[\frac{r^c_{cv}}{E_{cv}-z}\right].\tag{19}$$

If the crystal has an inversion centre, the states have parity and $\hat{\mathbf X}$ is odd. Then $X_{0n}$ and $X_{m0}$ require $n$ and $m$ both odd, $R_{nm}$ between states of equal parity vanishes, and (17) is zero term by term.

### 6. Two-photon absorption

Let $\boldsymbol{\mathcal E}=\mathcal E\boldsymbol\epsilon$ with $\boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1$, and let $\hbar\omega$ lie below the lowest exciton energy $E_1$. One-photon absorption is then absent. If no exciton of nonzero total momentum lies below $E_1$, $2\hbar\omega<2E_1$ is also below the threshold for two separate pairs, which is assumed here; bound two-pair states are not considered. Near $2\hbar\omega=E_n$ the first term of (15) dominates and can be written

$$c_n^{(2)}=\frac{e^2\mathcal E^2M_n}{E_n-2z}e^{-2izt/\hbar},\qquad M_n=\sum_m\frac{(\boldsymbol\epsilon\cdot\mathbf R_{nm})(\boldsymbol\epsilon\cdot\mathbf X_{m0})}{E_m-\hbar\omega},\tag{20}$$

where $\eta$ is dropped in the nonresonant denominator. The population is $|c_n|^2=e^4|\mathcal E|^4|M_n|^2e^{4\eta t/\hbar}/[(E_n-2\hbar\omega)^2+4\eta^2]$. Its time derivative brings down $4\eta/\hbar$, and $2\eta/(x^2+4\eta^2)\to\pi\delta(x)$ as $\eta\to0$, so the rate is

$$w_n=\frac{2\pi}{\hbar}e^4|\mathcal E|^4|M_n|^2\,\delta(E_n-2\hbar\omega).\tag{21}$$

The cycle average of $\mathbf E(t)^2$ is $2|\mathcal E|^2$, so a plane wave in vacuum has intensity $I=2\varepsilon_0c|\mathcal E|^2$. The field at the sheet is taken equal to the incident field, which neglects reflection. Each event absorbs $2\hbar\omega$, and the absorbed power per area is $2\hbar\omega\,g\sum_nw_n/S\equiv\beta I^2$. Substituting $|\mathcal E|^4=I^2/(4\varepsilon_0^2c^2)$, the numerical factor is $2\hbar\omega\cdot(2\pi/\hbar)/4=\pi\omega$:

$$\beta(\omega)=\sum_nB_n\,\delta(E_n-2\hbar\omega),\qquad B_n=\frac{\pi\omega\,g\,e^4|M_n|^2}{\varepsilon_0^2c^2S}.\tag{22}$$

Here $\beta$ is in $\text{m}^2/\text{W}$, and $|M_n|^2\sim N$ makes it intensive. The intermediate state $m=n$ is included in (20) with $\mathbf R_{nn}$, the dipole difference between exciton and ground state.

Completeness of the $\psi_m$ constrains the paths in (20). Without the denominators,

$$\sum_mR^b_{nm}X^c_{m0}=\sum_{cv\mathbf k}\psi_n^*\,iD^br^c_{cv}.\tag{23}$$

In the limit of two bands with constant $\mathbf r_{cv}$ and negligible $\boldsymbol{\mathcal A}_{cc}-\boldsymbol{\mathcal A}_{vv}$ the right side vanishes. The path through the lowest bright exciton is then cancelled, in the unweighted sum, by the paths through all other states, and $M_n$ is nonzero because the denominators $E_m-\hbar\omega$ differ. A truncation of (20) to one intermediate state discards this cancellation.

## Part II. Selection rules in a threefold crystal and the worked example

Part I supplies the following. Excitons $|n\rangle$ have energies $E_n$, amplitudes $\psi_n(\mathbf k)$ and pair operators $\Psi_n$ of (3). The one-photon element is $\mathbf X_{n0}=\sum\psi_n^*\mathbf r_{cv}$, (11). The element $\mathbf R_{nm}$ of the electron-hole separation is (5) in real space and $\sum\psi_n^*\,i\mathbf D\psi_m$ in $\mathbf k$ space, with $i\mathbf D=i\partial+\boldsymbol{\mathcal A}_{cc}-\boldsymbol{\mathcal A}_{vv}$ for two bands. The sheet susceptibility is $\chi=-ge^3T/(\varepsilon_0S)$ with $T$ from (17), $z=\hbar\omega+i\eta$, $S=NS_c$, $g=2$. The two-photon amplitude $M_n$ and strength $B_n$ are (20) and (22). Apart from the converged-cutoff values quoted in Sections 11 and 12, all numbers are in the numerical output below, where A stands for Å.

### 7. The model

Site A lies at the origin with energy $+\Delta$, and its B neighbours, of energy $-\Delta$, at $\boldsymbol\delta_1=(0,d)$, $\boldsymbol\delta_{2,3}=(\mp a/2,-d/2)$, $d=a/\sqrt3$. Then

$$H_{\mathbf k}=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\quad f=-t\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j},\quad u_c\propto\begin{pmatrix}\varepsilon+\Delta\\ f^*\end{pmatrix},\quad u_v\propto\begin{pmatrix}-f\\ \varepsilon+\Delta\end{pmatrix},\tag{24}$$

with energies $\pm\varepsilon$, $\varepsilon^2=\Delta^2+|f|^2$, and norm $[2\varepsilon(\varepsilon+\Delta)]^{1/2}$; multiplying out $H u$ confirms both vectors. The pair operator has site components $\Psi_{ab}(\mathbf k)=u_{ca}\psi u_{vb}^*$ and real-space form $\Psi_{ab}(\boldsymbol\rho)=N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\boldsymbol\rho}\Psi_{ab}(\mathbf k)$, where $\boldsymbol\rho$ runs over vectors from a site of type $b$ to a site of type $a$. The exciton Hamiltonian is $2\varepsilon(\mathbf k)$ plus multiplication of $\Psi_{ab}(\boldsymbol\rho)$ by $-W(\rho)$, projected back on the $cv$ block, with $W=e^2/[4\pi\varepsilon_0\epsilon_r(\rho^2+r_s^2)^{1/2}]$. The parameters are round model values: $a=3$ Å, $t=2$ eV, $\Delta=3$ eV, $\epsilon_r=2$, $r_s=3$ Å, giving a gap of 6 eV, $S_c=7.794\ \text{Å}^2$ and $W(0)=2.40$ eV.

For the eight lowest states (9) was tested against (5) in two gauges, a zone-periodic one and one multiplied by $e^{i\sin ak_x}$. The largest difference is $4\times10^{-7}$ Å on a $48\times48$ grid. On $27\times27$ it is $1.2\times10^{-2}$ Å, and $1\times10^{-5}$ Å for elements involving the compact $1s$ states; the error falls with supercell size, as Section 4 leads one to expect. The plain derivative misses by $1.732$ Å on $27\times27$. This number is $d$: the periodic gauge multiplies $u_v$ of (24) by $e^{-i\mathbf k\cdot\boldsymbol\delta_1}$, which adds $\boldsymbol\delta_1$ to $\boldsymbol{\mathcal A}_{vv}$, and the remaining connection is a vector field covariant under threefold rotation that averages to zero over $|\psi_n|^2$ of a rotation eigenstate. This argument fixes the diagonal elements, and the printed maximum shows that no other element is larger. The second gauge alters $x$ components and leaves this maximum unchanged. On $48\times48$ the degenerate states are not resolved into rotation eigenstates, the argument does not apply, and the maximum is $1.742$ Å.

The exciton matrix elements now give formulas for the second-harmonic susceptibility and two-photon absorption, and in the honeycomb model the $\mathbf k$-space and real-space forms of $\mathbf R_{nm}$ have been shown to agree. It remains to test the response formulas against real-time propagation, derive the threefold and parity selection rules, and work through the example.

Numbers in the example were calculated in double precision.
